# Kirk-Effect Onset in a Velocity-Saturated Bipolar Collector: a numerical check

```python
"""Kirk effect in the collector of an npn bipolar transistor.

Result under test: with electrons at saturated velocity v_s, the field slope
reverses at J_0 = q v_s N_D, while base push-out starts at
    J_K = q v_s [N_D + 2 eps V / (q W^2)].
W: collector width; N_D: donor density; V: total electrostatic drop;
F: field magnitude (the field points to the base); x: distance from the base.
Above J_K holes fill a layer of width
    x_i = W [1 - sqrt((J_K - J_0)/(J - J_0))].
All internal quantities are in SI units. Material values are rough and round.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, kB, hbar = const.e, const.k, const.hbar
T = 300.0
VT = kB * T / q
eps_r = 9.0
eps = eps_r * const.epsilon_0
W = 500e-9
N_D = 2e22
N_A = 5e24
v_s = 1.5e5
V_CB, V_bi = 17.0, 3.0
V = V_CB + V_bi
KA = 1e7       # A/m^2 in one kA/cm^2
MV = 1e8       # V/m in one MV/cm


def kirk_current(voltage, width):
    return q * v_s * (N_D + 2 * eps * voltage / (q * width**2))


def field_formula(x, J):
    return V / W + (J / v_s - q * N_D) * (x - W / 2) / eps


def pushout_formula(J):
    return W * (1 - np.sqrt((J_K - J_0) / (J - J_0)))


J_0 = q * v_s * N_D
J_K = kirk_current(V, W)


# Poisson equation with base, collector and Boltzmann-distributed holes.
# Electrons have density J/(q v_s); the potential is zero in the neutral base.
def solve_poisson(J):
    x = np.linspace(-50e-9, W, 1101)
    h = x[1] - x[0]
    n = J / (q * v_s)
    fixed = np.where(x < 0, N_A, -N_D) + n
    fixed[np.abs(x) < h / 4] = (N_A - N_D) / 2 + n
    p_base = N_A + n
    psi = np.zeros_like(x)
    psi[-1] = V
    scale = q * h**2 / eps
    converged = False
    for _ in range(500):
        p = p_base * np.exp(-psi[1:-1] / VT)
        residual = (psi[2:] - 2 * psi[1:-1] + psi[:-2]
                    - scale * (fixed[1:-1] - p))
        bands = np.ones((3, len(x) - 2))
        bands[1] = -2 - scale * p / VT
        step = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += step
        if np.max(np.abs(step)) < 1e-7:
            converged = True
            break
    assert converged
    holes = p_base * np.exp(-psi / VT)
    return x, psi, holes


def hole_edge(J):
    """Last place where holes neutralize half of the net negative charge."""
    x, _, holes = solve_poisson(J)
    net = J / (q * v_s) - N_D
    return np.max(x[holes > net / 2])


# Field profiles below onset, including both signs of the slope.
profile_error = 0.0
for J in (0.0, 0.5 * J_0, J_0, 2 * J_0, 0.8 * J_K):
    x, psi, _ = solve_poisson(J)
    middle = (x[1:] + x[:-1]) / 2
    F = np.diff(psi) / np.diff(x)
    inside = (middle > 0.1 * W) & (middle < 0.9 * W)
    error = np.max(np.abs(F[inside] - field_formula(middle[inside], J)))
    profile_error = max(profile_error, error / (V / W))
    slope = np.polyfit(middle[inside], F[inside], 1)[0]
    if J < J_0:
        assert slope < 0
    if J > J_0:
        assert slope > 0
# The formula omits the small voltage dropped in the base.
assert profile_error < 0.02

# Holes stay at the junction below J_K and flood the collector above it.
edge_below = hole_edge(0.8 * J_K)
assert edge_below < 0.04 * W
edges = []
for ratio in (1.25, 1.5):
    simulated = hole_edge(ratio * J_K)
    predicted = pushout_formula(ratio * J_K)
    # The hole edge is smeared over about one Debye length.
    assert abs(simulated - predicted) < 0.02 * W
    edges.append((ratio, simulated, predicted))


# Onset for any velocity law: integrate Poisson's equation from F(0) = 0.
def onset_current(velocity, voltage, width):
    F = np.linspace(0, 10 * voltage / width, 40001)
    v = velocity(F)

    def voltage_error(J):
        dx_dF = eps * v / (J - q * N_D * v)
        position = cumulative_trapezoid(dx_dF, F, initial=0)
        potential = cumulative_trapezoid(F * dx_dF, F, initial=0)
        return np.interp(width, position, potential) - voltage

    low = 1.05 * q * N_D * np.max(v)
    return brentq(voltage_error, low, 3 * kirk_current(voltage, width))


mobility = 0.05        # m^2/(V s), equal to 500 cm^2/(V s)
F_peak_scale = 1.5e7   # V/m
peak_shape = 1.6


def gradual_velocity(F, mu=mobility):
    return mu * F / (1 + mu * F / v_s)


def peaked_velocity(F):
    r = F / F_peak_scale
    return (mobility * F + v_s * r**4) / (1 + peak_shape * r + r**4)


for voltage, width in ((V, W), (40.0, 800e-9)):
    limit = onset_current(lambda F: gradual_velocity(F, 1e4 * mobility),
                          voltage, width)
    assert abs(limit / kirk_current(voltage, width) - 1) < 1e-3
J_gradual = onset_current(gradual_velocity, V, W)
J_peaked = onset_current(peaked_velocity, V, W)
F_scan = np.linspace(0, 1e8, 20001)
v_scan = peaked_velocity(F_scan)
v_peak = np.max(v_scan)
F_at_peak = F_scan[np.argmax(v_scan)]

# Steady heating: half-cylindrical heat flow below a long emitter stripe.
stripe, heat_radius = 1e-6, 100e-6
kappa = 200.0          # W/(m K), equal to 2 W/(cm K)
velocity_drop = 5e-4   # fractional fall of v_s per kelvin
heating = V * stripe * np.log(2 * heat_radius / stripe) / (np.pi * kappa)
heat_check = quad(lambda r: V * stripe / (np.pi * kappa * r),
                  stripe / 2, heat_radius, limit=200)[0]
assert abs(heating / heat_check - 1) < 1e-6
rise_cold = heating * J_K
J_hot = J_K / (1 + velocity_drop * rise_cold)
J_iterated = J_K
for _ in range(100):
    J_iterated = J_K * (1 - velocity_drop * heating * J_iterated)
assert abs(J_iterated / J_hot - 1) < 1e-9

# Impact ionization along the onset profile, with rough coefficients.
F_max = field_formula(W, J_K)
ion_rate, ion_field = 1e9, 1.5e9    # 1/m and V/m
ionization = W * quad(
    lambda s: ion_rate * np.exp(-ion_field / (F_max * s)) if s > 0 else 0.0,
    0, 1, epsabs=0, epsrel=1e-8, points=[0.8])[0]

# Band-to-band tunnelling exponent for a triangular barrier.
gap = 3.4 * q
mass = 0.2 * const.m_e
tunnel = 4 * np.sqrt(2 * mass) * gap**1.5 / (3 * q * hbar * F_max)
barrier = gap / (q * F_max)
tunnel_check = 2 * barrier * quad(
    lambda s: np.sqrt(2 * mass * gap * (1 - s)) / hbar, 0, 1)[0]
assert abs(tunnel / tunnel_check - 1) < 1e-6

# Effective density of states, checked against the Boltzmann integral.
N_C = 2 * (mass * kB * T / (2 * np.pi * hbar**2))**1.5
dos_factor = (2 * mass * kB * T)**1.5 / (2 * np.pi**2 * hbar**3)
dos_check = dos_factor * quad(lambda u: np.sqrt(u) * np.exp(-u), 0, np.inf)[0]
assert abs(N_C / dos_check - 1) < 1e-6
n_K = J_K / (q * v_s)
debye = np.sqrt(eps * VT / (q * n_K))
V_depletion = q * N_D * W**2 / (2 * eps)

print(f"Collector width: {W*1e9:.0f} nm")
print(f"Donor density: {N_D/1e6:.2e} cm^-3")
print(f"Base acceptor density in Poisson test: {N_A/1e6:.2e} cm^-3")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Saturated velocity: {v_s*100:.2e} cm/s")
print(f"V_CB, V_bi, total V: {V_CB:.1f}, {V_bi:.1f}, {V:.1f} V")
print(f"Temperature: {T:.0f} K")
print(f"Full-depletion voltage at J=0: {V_depletion:.2f} V")
print(f"Slope-reversal current J_0: {J_0/KA:.2f} kA/cm^2")
print(f"Voltage term of J_K: {(J_K-J_0)/KA:.2f} kA/cm^2")
print(f"Kirk current J_K: {J_K/KA:.2f} kA/cm^2")
print(f"Kirk current J_K: {J_K/1e9:.3f} mA/um^2")
print(f"Ratio J_K/J_0: {J_K/J_0:.3f}")
print(f"Electron density at J_K: {n_K/1e6:.3e} cm^-3")
for name, J in (("0", 0.0), ("J_0", J_0), ("J_K", J_K)):
    print(f"F(0), F(W) at J={name}: {abs(field_formula(0,J))/MV:.3f}, "
          f"{field_formula(W,J)/MV:.3f} MV/cm")
print(f"Largest Poisson profile error / (V/W): {100*profile_error:.2f} %")
print(f"Hole edge at 0.8 J_K, Poisson: {edge_below*1e9:.1f} nm")
for ratio, simulated, predicted in edges:
    print(f"Push-out at {ratio:.2f} J_K, Poisson / formula: "
          f"{simulated*1e9:.1f} / {predicted*1e9:.1f} nm")
print(f"Low-field mobility: {mobility*1e4:.0f} cm^2/Vs")
print(f"Saturation field v_s/mobility: {v_s/mobility/MV:.3f} MV/cm")
print(f"Onset, gradual velocity law: {J_gradual/KA:.1f} kA/cm^2")
print(f"Change from J_K, gradual law: {100*(J_gradual/J_K-1):.1f} %")
print(f"Peaked law field scale: {F_peak_scale/MV:.3f} MV/cm")
print(f"Peaked law shape constant: {peak_shape:.1f} (no unit)")
print(f"Peak velocity: {v_peak*100:.2e} cm/s")
print(f"Field at peak velocity: {F_at_peak/MV:.3f} MV/cm")
print(f"Onset, peaked velocity law: {J_peaked/KA:.1f} kA/cm^2")
print(f"Change from J_K, peaked law: {100*(J_peaked/J_K-1):.1f} %")
print(f"Stripe width, heat-sink radius: {stripe*1e6:.0f}, "
      f"{heat_radius*1e6:.0f} um")
print(f"Thermal conductivity: {kappa/100:.1f} W/(cm K)")
print(f"Assumed fall of v_s: {100*velocity_drop:.3f} %/K")
print(f"Power density at J_K: {J_K*V/1e10:.2f} MW/cm^2")
print(f"Steady heating at unreduced J_K: {rise_cold:.0f} K")
print(f"Self-consistent hot onset: {J_hot/KA:.1f} kA/cm^2")
print(f"Self-consistent heating: {heating*J_hot:.0f} K")
print(f"Ionization prefactor: {ion_rate/100:.1e} cm^-1")
print(f"Ionization field constant: {ion_field/MV:.1f} MV/cm")
print(f"Ionization integral at J_K: {ionization:.1e} (no unit)")
print(f"Band gap, mass ratio: {gap/q:.1f} eV, {mass/const.m_e:.2f}")
print(f"Tunnelling exponent at F(W): {tunnel:.0f} (no unit)")
print(f"Effective density of states: {N_C/1e6:.2e} cm^-3")
print(f"Electron density / density of states: {n_K/N_C:.3f}")
print(f"Debye length at J_K: {debye*1e9:.1f} nm")
print(f"Debye length / collector width: {100*debye/W:.1f} %")
print("all good")
```

Printed output:

```
Collector width: 500 nm
Donor density: 2.00e+16 cm^-3
Base acceptor density in Poisson test: 5.00e+18 cm^-3
Relative permittivity: 9.0
Saturated velocity: 1.50e+07 cm/s
V_CB, V_bi, total V: 17.0, 3.0, 20.0 V
Temperature: 300 K
Full-depletion voltage at J=0: 5.03 V
Slope-reversal current J_0: 48.07 kA/cm^2
Voltage term of J_K: 191.25 kA/cm^2
Kirk current J_K: 239.32 kA/cm^2
Kirk current J_K: 2.393 mA/um^2
Ratio J_K/J_0: 4.979
Electron density at J_K: 9.958e+16 cm^-3
F(0), F(W) at J=0: 0.501, 0.299 MV/cm
F(0), F(W) at J=J_0: 0.400, 0.400 MV/cm
F(0), F(W) at J=J_K: 0.000, 0.800 MV/cm
Largest Poisson profile error / (V/W): 0.74 %
Hole edge at 0.8 J_K, Poisson: 8.5 nm
Push-out at 1.25 J_K, Poisson / formula: 66.5 / 63.6 nm
Push-out at 1.50 J_K, Poisson / formula: 110.5 / 107.8 nm
Low-field mobility: 500 cm^2/Vs
Saturation field v_s/mobility: 0.030 MV/cm
Onset, gradual velocity law: 196.4 kA/cm^2
Change from J_K, gradual law: -17.9 %
Peaked law field scale: 0.150 MV/cm
Peaked law shape constant: 1.6 (no unit)
Peak velocity: 2.50e+07 cm/s
Field at peak velocity: 0.143 MV/cm
Onset, peaked velocity law: 301.1 kA/cm^2
Change from J_K, peaked law: 25.8 %
Stripe width, heat-sink radius: 1, 100 um
Thermal conductivity: 2.0 W/(cm K)
Assumed fall of v_s: 0.050 %/K
Power density at J_K: 4.79 MW/cm^2
Steady heating at unreduced J_K: 404 K
Self-consistent hot onset: 199.1 kA/cm^2
Self-consistent heating: 336 K
Ionization prefactor: 1.0e+07 cm^-1
Ionization field constant: 15.0 MV/cm
Ionization integral at J_K: 1.7e-07 (no unit)
Band gap, mass ratio: 3.4 eV, 0.20
Tunnelling exponent at F(W): 239 (no unit)
Effective density of states: 2.24e+18 cm^-3
Electron density / density of states: 0.044
Debye length at J_K: 11.4 nm
Debye length / collector width: 2.3 %
all good
```
